# Bjerrum's average ligand number and its slope as a variance

## Definitions and conventions

A metal ion M in solution takes up ligands L one at a time, up to a largest number $N$:

$$\mathrm{ML}_{n-1}+\mathrm L\rightleftharpoons \mathrm{ML}_n,\qquad n=1,\dots,N .$$

Square brackets denote concentrations, and $x=[\mathrm L]/(1\ \mathrm{mol/L})$ is the dimensionless free ligand concentration. The stepwise constant $K_n>0$ is the numerical value of $[\mathrm{ML}_n]/([\mathrm{ML}_{n-1}][\mathrm L])$ in L/mol, so that $K_nx$ is a pure number. The overall constants are

$$\beta_0=1,\qquad \beta_n=K_1K_2\cdots K_n .$$

Let $C_M$ be the total metal concentration and $C_L$ the total ligand concentration, bound plus free. If the ligand can be protonated, $C_L$ leaves out the protonated form: for ammonia, ammonium is counted separately. Bjerrum's average ligand number is the bound ligand per metal ion,

$$\bar n=\frac{C_L-[\mathrm L]}{C_M}. \tag{1}$$

The integer $n$ counts bound L and nothing else. In water the remaining places around the ion are usually filled by water molecules, so the variance below is that of the number of bound L, not of all neighbours of the ion.

Three assumptions hold until they are lifted explicitly. Every complex contains one metal ion. Temperature, medium and the levels of all other ligands are fixed, so the $K_n$ do not change with $x$. The solution is at equilibrium. The result to be derived is

$$\bar n=\frac{\sum_n n\beta_nx^n}{\sum_n\beta_nx^n},\qquad \frac{d\bar n}{d\ln x}=\overline{n^2}-\bar n^2=\mathrm{Var}(n), \tag{2}$$

where sums run from $0$ to $N$ and bars denote averages over the metal ions.

## First derivation: mass action and a polynomial

Mass action for one step reads $[\mathrm{ML}_n]=K_nx[\mathrm{ML}_{n-1}]$. Applying it $n$ times, down to the bare ion, gives

$$[\mathrm{ML}_n]=K_nK_{n-1}\cdots K_1\,x^n[\mathrm M]=\beta_nx^n[\mathrm M].$$

Each complex holds one metal ion, so the metal balance is

$$C_M=\sum_n[\mathrm{ML}_n]=[\mathrm M]\,P(x),\qquad P(x)=\sum_n\beta_nx^n .$$

The fraction of metal present as $\mathrm{ML}_n$ is therefore $p_n=\beta_nx^n/P$. Each $\mathrm{ML}_n$ holds $n$ ligands, so the ligand balance is

$$C_L-[\mathrm L]=\sum_n n[\mathrm{ML}_n]=[\mathrm M]\sum_n n\beta_nx^n .$$

Dividing by $C_M=[\mathrm M]P$ removes $[\mathrm M]$ and turns definition (1) into the first part of (2).

For the slope, write $\theta=d/d\ln x=x\,d/dx$. Since $\theta x^n=nx^n$ and the $\beta_n$ are constant,

$$\theta P=\sum_n n\beta_nx^n,\qquad \theta^2P=\sum_n n^2\beta_nx^n .$$

Hence $\bar n=\theta P/P=d\ln P/d\ln x$ and $\overline{n^2}=\theta^2P/P$. The quotient rule gives

$$\theta\bar n=\frac{\theta^2P}{P}-\frac{(\theta P)^2}{P^2}=\overline{n^2}-\bar n^2=\mathrm{Var}(n).$$

The logarithm is natural. Because $\ln x=\ln 10\,\log_{10}x$, the slope per decade is $\ln 10\;\mathrm{Var}(n)$.

## Second derivation: binding and release at one ion

Now follow a single metal ion in a large solution of fixed $x$. Let it pass from $n-1$ to $n$ ligands at the rate $a_nx$ and back at the rate $b_n$, and let $p_n$ be the probability of finding it with $n$ ligands. The net flow through step $n$ is

$$J_n=a_nx\,p_{n-1}-b_np_n ,$$

and the probabilities obey

$$\frac{dp_0}{dt}=-J_1,\qquad \frac{dp_n}{dt}=J_n-J_{n+1}\ (0<n<N),\qquad \frac{dp_N}{dt}=J_N .$$

In the stationary state the first equation gives $J_1=0$. The next gives $J_2=J_1=0$, and so on up the chain. With every flow zero,

$$\frac{p_n}{p_{n-1}}=\frac{a_n}{b_n}x=K_nx,\qquad K_n=\frac{a_n}{b_n}. \tag{3}$$

The ratio $a_n/b_n$ is the stepwise constant because, for many ions, $p_n/p_{n-1}=[\mathrm{ML}_n]/[\mathrm{ML}_{n-1}]$. Multiplying the ratios gives $p_n=p_0\beta_nx^n$, and $\sum_np_n=1$ fixes $p_0$. The mean $\sum_n np_n$ is then the first part of (2).

The slope follows from comparing two states, without the polynomial. By (3), $p_n/p_m$ is a constant times $x^{n-m}$. With a prime for $d/d\ln x$,

$$\frac{p_n'}{p_n}-\frac{p_m'}{p_m}=n-m .$$

Multiply by $p_np_m$ to obtain $p_mp_n'-p_np_m'=(n-m)p_np_m$, and sum over $m$. Since $\sum_mp_m=1$ and therefore $\sum_mp_m'=0$,

$$p_n'=p_n\sum_m(n-m)p_m=p_n(n-\bar n). \tag{4}$$

Complexes with more ligands than average gain share when ligand is added, and those with fewer lose it. Multiplying the middle form of (4) by $n$ and summing gives

$$\bar n'=\sum_{n,m}n(n-m)p_np_m=\frac12\sum_{n,m}(n-m)^2p_np_m .$$

The last form is the average of the middle one and its copy with $n$ and $m$ exchanged, since $n(n-m)+m(m-n)=(n-m)^2$. Expanding the square gives $\frac12(\overline{n^2}-2\bar n^2+\overline{n^2})=\mathrm{Var}(n)$. The slope is thus half the mean squared difference in ligand number between two metal ions picked independently.

## What each derivation assumes

The first derivation assumes equilibrium in every step and says nothing about mechanism. Ligands might arrive in pairs; mass action would still relate the concentrations.

The second assumes a mechanism: one ligand per event, rates that do not depend on the ion's past, and a constant supply of free ligand. In return it needs only stationarity, because an unbranched chain with closed ends cannot carry a steady flow. If a two-ligand jump were added, the states would form loops, and stationarity alone would no longer force each flow to vanish. Equilibrium would have to be assumed separately.

Both need complexes with one metal ion. The slope law was also derived for constants independent of $x$, whereas the formula for $\bar n$ only uses their values at the given $x$. The condition on the slope can be lifted. If $\beta_n$ drifts, the weight $\beta_nx^n$ has the logarithmic slope $n+\delta_n$, with $\delta_n=d\ln\beta_n/d\ln x$. Normalization then gives $p_n'=p_n(n+\delta_n-\bar n-\bar\delta)$, and

$$\frac{d\bar n}{d\ln x}=\mathrm{Var}(n)+\mathrm{Cov}(n,\delta_n). \tag{5}$$

## Limits and the case of equal sites

Since all $\beta_n$ are positive, at least two values of $n$ have nonzero probability at any finite $x>0$. The variance is then positive and $\bar n$ rises strictly, from $0$ at small $x$ to $N$ at large $x$. Integrating the slope over the whole range gives

$$\int_{-\infty}^{\infty}\mathrm{Var}(n)\,d\ln x=N .$$

At small $x$ only $n=0$ and $1$ matter, and to leading order $\bar n\approx\mathrm{Var}(n)\approx K_1x$. At large $x$ only $N$ and $N-1$ matter, and $N-\bar n\approx\mathrm{Var}(n)\approx1/(K_Nx)$.

Suppose next that the ion has $N$ equal, independent sites, each with binding constant $k$. Going from $n-1$ to $n$, there are $N-n+1$ empty sites to fill, and $n$ filled sites can release, so $K_n=k(N-n+1)/n$. The product of these factors is the binomial coefficient, $\beta_n=\binom Nn k^n$, and $P=(1+kx)^N$. Then

$$\bar n=\frac{Nkx}{1+kx},\qquad \mathrm{Var}(n)=\frac{Nkx}{(1+kx)^2}=\bar n\left(1-\frac{\bar n}{N}\right), \tag{6}$$

where the last step uses $1-\bar n/N=1/(1+kx)$.

## Ligand added rather than ligand free

A chemist doses total ligand. At fixed $C_M$, differentiating $C_L=[\mathrm L]+C_M\bar n$ gives

$$\frac{dC_L}{d\ln x}=[\mathrm L]+C_M\mathrm{Var}(n),\qquad
\frac{d\bar n}{d\ln C_L}=\frac{C_L\,\mathrm{Var}(n)}{[\mathrm L]+C_M\mathrm{Var}(n)} .$$

The second formula is $C_L\,d\bar n/dC_L$ by the chain rule. The term $C_M\mathrm{Var}(n)$ is the ligand taken up by the metal per unit of $\ln x$. The slope against total ligand is therefore not the variance in general.

## Worked example: copper(II) in an ammoniacal rinse

Take 1.0 mmol/L copper(II) and 10 mmol/L free ammonia in 2 mol/L ammonium chloride at 25 °C. Rough stepwise constants are $\log_{10}K_n=4.0,\,3.5,\,2.9,\,2.1$, so $\log_{10}\beta_n=4.0,\,7.5,\,10.4,\,12.5$. With $x=0.01$ the terms of $P$ for $n=0$ to $4$ are

$$1,\quad 100,\quad 3162,\quad 25119,\quad 31623,\qquad P=60005 .$$

About 53 % of the copper carries four ammonias, 42 % three and 5 % two. The averages are

$$\bar n=\frac{100+2(3162)+3(25119)+4(31623)}{60005}=3.471,\qquad \overline{n^2}=12.412,$$

$$\mathrm{Var}(n)=12.41204-(3.47092)^2=0.3648 .$$

The extra digits guard the subtraction; the rough constants do not justify them. The slope per decade is $2.303\times0.3648=0.840$.

The binding process gives an independent value. With binding rates $x$ and release rates $1/K_n$ in common units, its stationary mean was computed at $\ln x$ shifted by $\pm10^{-4}$. The difference quotient is 0.36475, equal to the variance in all printed digits. The mass balance was tested by letting 1 mmol/L bare copper react with 13.4709 mmol/L ammonia until the concentrations settled; definition (1) then gave 3.47092, as the formula does.

Raising free ammonia by 10 % should raise $\bar n$ by about $0.3648\ln1.1=0.0348$. The full change is 0.0340, so the linear estimate is 2 % too high relative to it. The change is the integral of the variance over the interval, and the mean variance there is $0.0340/0.0953=0.357$, below the starting value.

Against $\ln C_L$, where $C_L$ leaves out the ammonium, the slope is $13.47\times0.3648/10.36=0.474$, which is 30 % above the variance.

Over a wider range the same four constants give the values below. They describe the four-step model; limits on the $10^{-3}$ and $10^{-1}$ rows for real copper are stated in the last section.

| free NH₃ (mol/L) | $\bar n$ | $\mathrm{Var}(n)$ |
|---|---|---|
| $10^{-5}$ | 0.096 | 0.093 |
| $10^{-3}$ | 2.274 | 0.655 |
| $10^{-2}$ | 3.471 | 0.365 |
| $10^{-1}$ | 3.925 | 0.072 |

The first row is near the small-$x$ estimate $K_1x=0.1$. In the last, $4-\bar n=0.075$ is near $1/(K_4x)=0.079$.

Equal sites with the same average would have, by (6), a variance of 0.459. The copper value is smaller, and the constants show why. They fall by factors $10^{0.5}$, $10^{0.6}$ and $10^{0.8}$, that is 3.2, 4.0 and 6.3, whereas equal sites require $8/3$, $9/4$ and $8/3$. Let $q_n$ be the equal-site distribution with the same mean. The ratio of successive values of $p_n/q_n$ then falls with $n$, so $\ln(p_n/q_n)$ is concave and $p_n$ exceeds $q_n$ only in one middle range, between some $a$ and $b$. A single crossing is excluded, since it would make the means differ. Therefore $\sum_n(n-a)(n-b)(p_n-q_n)<0$. Equal norms and means remove all but the $n^2$ term, leaving a smaller $\overline{n^2}$ and a smaller variance for $p_n$.

## The model beside a real rinse

Ammoniacal solutions are used to etch copper from circuit boards, and dilute copper ammines are carried into the rinse. The composition here is a model choice. With a rough acid exponent of 9.4 for ammonium, its pH is 7.1, well below that of a working alkaline etchant, whose free ammonia is roughly molar. Simple dilution of an etchant would not leave 200 times as much ammonium as ammonia. The constants also hold at one temperature only: with a rough heat of −23 kJ/mol per step, warming to 50 °C at the same free ammonia multiplies each $K_n$ by 0.49, lowers $\bar n$ to 3.17 and raises the variance to 0.47, 29 % above its 25 °C value.

Other omissions, taken one at a time with rough or deliberately generous constants, have these effects at 10 mmol/L free ammonia, unless another concentration is named:

- **Uncertain constants.** Errors of 0.1 in each $\log_{10}K_n$, in all sign combinations, spread $\bar n$ from 3.38 to 3.55 and the variance from 0.33 to 0.40.
- **Chloride.** If each complex with $n\le3$ can also bind one chloride with constant 1 L/mol, $\bar n$ becomes 3.18. The variance and the numerical slope are both 0.329: a constant chloride level changes the effective constants but not the law. Constants measured in this same medium would already contain the effect.
- **Hydroxide.** At fixed ammonium, hydroxide is proportional to free ammonia. A species with $m$ hydroxides then has a weight proportional to $x^{n+m}$, and by the argument of (5) the slope is $\mathrm{Cov}(n,n+m)$. With one hydroxide allowed on each complex with $n\le3$, at a constant of $10^6$ L/mol, the variance is 0.369 but the slope 0.338, lower by 8 %. Here the variance law itself fails, and more so as hydroxide rises with ammonia: at 0.1 mol/L the same model gives a variance of 0.135 and a slope of 0.062.
- **A fifth ammonia.** With $\log_{10}K_5=-0.5$ the variance rises by about 1 %, to 0.368. At 0.1 mol/L the step matters much more: $\bar n$ becomes 3.955 and the variance 0.10 instead of 0.072, so the last row of the table shows the limit of the four-step model rather than of copper.

At 10 mmol/L free ammonia the estimated saturation ratios are 0.003 for copper hydroxide and 0.04 for basic copper chloride, so neither should precipitate there if the rough solubility constants hold. With less ammonia the copper is less protected: the same constants put basic copper chloride above saturation from about $2\times10^{-5}$ to $4\times10^{-3}$ mol/L free ammonia, with a ratio near 30 at $10^{-3}$ mol/L. That row of the table is therefore not a stable 1 mmol/L copper solution in this medium.

Copper metal sets a harder limit through $\mathrm{Cu(II)}+\mathrm{Cu}\rightleftharpoons2\,\mathrm{Cu(I)}$. Take rough constants of $10^{-6}$ mol/L for this reaction between the bare ions and $10^{10.8}$ for the copper(I) diammine. At the same free ammonia,

$$\frac{[\mathrm{Cu(I)}]^2}{[\mathrm{Cu(II)}]}\approx\frac{10^{-6}\,(10^{10.8}x^2)^2}{P}\approx660\ \mathrm{mol/L}.$$

Full conversion of 1 mmol/L copper(II) yields 2 mmol/L copper(I), so at equilibrium about $(0.002)^2/660=6\times10^{-9}$ mol/L copper(II) would remain. This estimate leaves out chloride complexes. In 2 mol/L chloride those of copper(I) are comparable in amount with the diammine, so both numbers are orders of magnitude only; conversion is nearly complete either way. The example therefore describes an aerated sample taken away from the metal, not a solution left in contact with copper without air. The remaining values are in the numerical output.

## Numbers as computed

```
Input log10 K1..K4 (K in L/mol): 4.0 3.5 2.9 2.1
Input copper 1.0 mmol/L, free NH3 10.0 mmol/L
Input ammonium 2.0, chloride 2.0 mol/L
Input temperature 298.15 K
log10 beta1..beta4: 4.0 7.5 10.4 12.5
Terms beta_n x^n, n=0..4: 1 100 3162.3 25119 31623
Sum P: 60004.9
Fractions n=0..4: 1.667e-05 1.667e-03 5.270e-02 4.186e-01 5.270e-01
Average ligand number: 3.47092
Mean of n squared: 12.41204
Variance of n: 0.36475; standard deviation 0.6039
Slope per unit ln x, stationary process: 0.36475
Slope per decade: 0.8399
Total unprotonated ammonia C_L: 13.4709 mmol/L
Average from closed reaction run: 3.47092
Slope per unit ln C_L: 0.47407
dC_L/dln x: 10.3648 mmol/L
10% more free NH3: change 0.03404, linear 0.03476
Equal-site variance at same average: 0.4591
Integral of variance over ln x: 4.000000
Table: free NH3 (mol/L), average, variance, numerical slope
  1e-05  0.0964  0.0930  0.0930
  1e-04  0.7299  0.5332  0.5332
  1e-03  2.2742  0.6549  0.6549
  1e-02  3.4709  0.3648  0.3648
  1e-01  3.9246  0.0716  0.0716
Neglected effects, rough constants:
log K errors 0.1: average 3.383 to 3.551
log K errors 0.1: variance 0.328 to 0.401
Heat per step -23 kJ/mol; K factor 0.488
At 323.15 K: average 3.170, variance 0.470
Fifth NH3, log K5=-0.5: average 3.4735, variance 0.3680
Chloride, K=1 L/mol: average 3.184, variance 0.3286, slope 0.3286
pH 7.10; hydroxide 1.26e-07 mol/L
Hydroxide, K=1e6 L/mol: average 3.438, variance 0.3690, slope 0.3378
Water activity: relative slope factor minus one 1.8e-04
Free copper(II) ion: 1.67e-08 mol/L
Copper share in hydroxide dimer: 2.8e-09
Saturation ratio, copper hydroxide: 2.6e-03
Saturation ratio, basic copper chloride: 4.4e-02
Cu(I)^2/Cu(II) at copper metal: 6.63e+02 mol/L
Cu(II) left at copper metal without air: 6.0e-09 mol/L
```
